Coincidence and the Two-Valued Count Rate of a Liquid Particle Counter, part 2

An optical counter sends liquid through a capillary crossed by a thin sheet of light. The lit part is the sensing volume V, which fills the whole cross-section. The signal is on while at least one particle is inside, and each unbroken stretch of signal, a pulse, is booked as one particle. The basic model has independent, uniformly random point particles, steady flow and a sharp-edged sensing volume. The question is whether the pulse rate R determines the concentration c. Concentrations are per mL and rates per second.

The volume flow is Q, the mean occupancy μ = cV, the mean transit time T = V/Q and the particle entry rate λ = cQ. In plug flow all the liquid moves at one speed and every particle stays for the time T. The volume is empty with probability

P₀ = exp(−μ).

Part (b) gave, for any steady velocity profile,

R = cQ exp(−cV) = λ exp(−μ).

A clean pulse is made by one particle alone. In plug flow the rate of clean pulses is

R₁ = λ exp(−2μ).

Part (d) showed that R has its maximum R_max = Q/(eV) at μ = 1. Each lower rate belongs to two concentrations, one on the lower branch (μ < 1) and one on the upper (μ > 1). Two occupancies with μ_b = gμ_a and g > 1 give the same rate if

μ_a = ln g/(g − 1) and μ_b = g ln g/(g − 1).

The example of part (e) is a diluted polishing slurry in a round capillary of 0.70 mm bore, with a lit length of 40 μm and a flow of 60 mL/min. Hence V = 1.539 × 10⁻⁵ mL and T = 15.39 μs. The true concentration, 20000 per mL (μ = 0.308), and a second one, about 151600 per mL (μ = 2.333), both give R = 14700 per second, or RT = 0.2263. A 10% loss of entering particles occurs at c ≈ 6840 per mL. A simulation carried randomly placed particles through the light in plug flow and counted the merged pulses.

**(f) How does a small error of R carry over to c? How large is the statistical scatter of the count in plug flow, and does longer counting decide between the two concentrations?**

Solution. At fixed Q and V,

ln R = ln Q + ln c − cV.

Differentiate, using V dc = cV (dc/c) = μ d ln c:

d ln R = (1 − μ) d ln c, so d ln c/d ln R = 1/(1 − μ).

At the lower concentration the factor is 1.445, so a rate that is 1% too high gives a concentration 1.45% too high. At the upper one it is −0.75, and the same error gives a concentration 0.75% too low. Near μ = 1 the factor diverges. There, with μ = 1 + δ,

ln(R/R_max) = ln(1 + δ) − δ ≈ −δ²/2.

A rate 1% below the maximum thus corresponds to δ ≈ ±0.14. Near its maximum the rate says little about the concentration.

For the scatter, consider two pulse starts separated by a time s. If s < T, they cannot both occur, because the particle that started the first pulse is still inside. If s > T, the first start requires an entry at its own moment and none during the preceding time T, and the second start requires the same at its moment. The two stretches of time do not overlap, so the starts are independent and their joint rate is R².

Let n be the number of pulses in a time t > T. Divide t into short intervals, each containing a start with the small probability R dt. The variance of n is the sum of the variances of the intervals, which is Rt, plus twice the sum of the covariances of all pairs. The covariance density is 0 − R² for s < T and zero for s > T, and the pairs with separation s have a total length t − s available. Hence

Var(n) = Rt − 2R² ∫₀ᵀ (t − s) ds = Rt − R²(2tT − T²).

For t ≫ T the last term can be dropped:

Var(n) ≈ Rt(1 − 2RT).

The pulses are more regular than independent events, since they keep a minimum distance. In the example 1 − 2 × 0.2263 = 0.547. The simulation at the lower concentration, with counts taken over 50 transit times each, gave 0.551 for the ratio of variance to mean.

In 10 s the mean count is 147000 and its standard deviation is √(147000 × 0.547) ≈ 284, which is 0.19% of the count. The two concentrations differ by a factor of 7.58, so noise is not what confuses them. They have the same mean rate, and longer counting only fixes that common value more sharply. In plug flow the variance does not help either, since it depends on R, T and t alone. This rests on all stays being equal. With the parabolic profile of part (h), slow particles near the wall keep the signal on for long times, and the variance then depends on μ. For point particles and counts over 50 transit times, the ratio of variance to mean is about 0.67 at the lower concentration and 1.5 at the upper one, and it keeps growing slowly, as the logarithm of the counting time.

**(g) The liquid is diluted k-fold with particle-free liquid and measured again at the same Q and V. Show how the two rates determine the concentration. Does a fall of the rate prove that the liquid was on the lower branch?**

Solution. Dilution changes μ into μ/k. The new rate is

R′ = (Q/V)(μ/k) exp(−μ/k).

Divide by R = (Q/V) μ exp(−μ):

R′/R = (1/k) exp[μ(1 − 1/k)].

Multiply by k, take the logarithm, and use 1 − 1/k = (k − 1)/k:

μ = [k/(k − 1)] ln(kR′/R).

The right side has one value, so the ambiguity is gone. The flow and the sensing volume are not needed for μ, though V is needed to turn μ into c.

For the example with k = 2, the diluted rates are about 8570 per second from the lower concentration and 23600 per second from the upper one. They give

μ = 2 ln(2 × 8573/14700) = 0.308,

μ = 2 ln(2 × 23601/14700) = 2.333.

When the rates were taken from simulated counts instead, the rule returned 0.303 and 2.346.

The rate rises on dilution if R′/R > 1, that is, if exp[μ(k − 1)/k] > k, or

μ > k ln k/(k − 1).

This bound is the upper member of the pair with ratio g = k found in part (d), as it should be: a k-fold dilution then leads from the upper member to the lower one and leaves the rate unchanged. For k = 2 the bound is 1.386. A liquid with μ between 1 and 1.386 is on the upper branch, yet its rate falls when it is diluted twofold. A rise proves the upper branch, but a fall does not prove the lower one. The size of the change has to be used, through the formula for μ.

The formula amplifies errors at low occupancy. A relative error ε of R′/R changes μ by kε/(k − 1). For k = 2 and ε = 1% this is 0.02, which is 6.5% of 0.308 but 0.9% of 2.333. If c is computed from R itself, part (f) gives the relative error ε/(1 − μ) for a relative error ε of R. For k = 2 and equal ε this is smaller than 2ε/μ on the lower branch when μ < 2/3. For such errors it is better in that range to let the dilution select the branch and then to compute c from R. Between μ = 2/3 and μ = 1 the dilution formula is the less sensitive of the two, again for equal ε. If the errors come from counting scatter, the ratio of two separate counts has a larger relative error than R alone, and the boundary lies closer to μ = 1.

A second way out is to record the fraction of time without signal. This is P₀ = exp(−μ), which falls steadily with concentration. It is 0.735 for one liquid of the example and 0.097 for the other.

**(h) The liquid in a long capillary has a parabolic velocity profile, and real electronics may hold the signal for a short time h after each particle has left. What do these two effects change?**

Solution. Part (b) showed that R does not depend on the profile. The clean rate does. A particle that stays for the time τ makes a clean pulse if it finds the volume empty, with probability exp(−μ), and if nobody enters during τ, with probability exp(−λτ). The clean share of all pulses is therefore the mean of exp(−λτ) over the entering particles.

Let a be the capillary radius, ρ the distance from the axis, U the mean speed and ℓ the lit length. The speed is v = 2Us with s = 1 − ρ²/a². Equal steps of s cover equal areas, and faster liquid delivers more particles in proportion to v/U = 2s. The entering particles are thus distributed as 2s ds between s = 0 and s = 1. The stay is τ = ℓ/(2Us) = T/(2s), because ℓ/U = V/Q = T. With λT = μ,

R₁/R = ∫₀¹ 2s exp[−μ/(2s)] ds.

Substitute y = 1/s, so that ds = −dy/y²:

R₁/R = 2 ∫₁^∞ y⁻³ exp(−μy/2) dy = 2E₃(μ/2),

where E₃ is the exponential integral of order 3. At μ = 0 the integral is 1/2 and the share is 1, as required.

In the example the clean share is 0.760 instead of 0.735 at the lower concentration, and 0.1755 instead of 0.0970 at the upper one. The increase has a general reason. The exponential is a convex function, so the mean of exp(−λτ) is at least exp(−λ × mean τ) = exp(−μ). Fast particles gain more clean passages than slow ones lose.

The mean speed in the example is 2.6 m/s. With a rough kinematic viscosity of 1 mm²/s for water, the Reynolds number is about 1800, so laminar flow is a reasonable assumption. Whether the parabola is fully formed depends on the length of the capillary.

Now the electronics. In plug flow each particle keeps the signal on for T + h, so a new pulse needs a gap of at least this length:

R = λ exp[−λ(T + h)] = cQ exp[−c(V + Qh)].

The hold acts like an enlarged sensing volume V + Qh. The curve keeps its shape, and its maximum moves to a lower concentration. For h = 1 μs, λh is 0.020 at the lower concentration and 0.152 at the upper one. At fixed concentration the rate falls by 2.0% and 14.1%.

**(i) The light sheet is not sharp but has a Gaussian intensity profile along the flow. How does the sensing volume depend on the particle, and does the two-valued behaviour survive?**

Solution. Let w be the beam radius along the flow, defined by the intensity factor exp(−2x²/w²), and let A be a particle's peak signal divided by the detection threshold. The particle is seen while A exp(−2x²/w²) > 1, that is, for x² < (w²/2) ln A. The lit length is twice the largest x:

ℓ = 2w √[(ln A)/2] = w √(2 ln A).

The 40 μm of the example correspond to w = 18.6 μm if A = 10. In the same beam, particles with A = 2 have a lit length of 21.9 μm, and particles with A = 100 have 56.6 μm. The sensing volume is thus a property of the particle as well as of the instrument.

Keep the reading of 14700 per second and the flow fixed, and suppose that all particles have the same A. The possible concentrations, per mL, are then:

- A = 2: about 17000 or 387000;
- A = 10: 20000 or 152000;
- A = 100: about 25800 or 74600.

The lower value moves by −15% or +29% relative to 20000 per mL. The upper one rises by a factor of 2.6 or is halved. It depends strongly on a quantity that may be poorly known.

These figures still treat two signals as separate whenever the lit lengths do not overlap. In fact the tails add. Midway between two equal particles at distance d, each contributes A exp[−2(d/2)²/w²] in units of the threshold. The gap stays closed if

2A exp[−d²/(2w²)] > 1, or d < w √[2 ln(2A)].

This distance exceeds ℓ by the factor √[ln(2A)/ln A], which is 1.41 for A = 2, 1.14 for A = 10 and 1.07 for A = 100. The upper concentrations in the list are therefore too high, most of all the one for A = 2, and the lower ones are somewhat too low. For A = 10 a pair estimate of the pulse rate, relative to the sharp-edge rate, is therefore exp(−0.14μ), or 0.96 at the lower concentration and 0.72 at the upper one. A simulation with the full sum of Gaussian signals gave 0.957 and 0.681, and 0.860 at μ = 1. The pair estimate leaves out the tails of third and further particles, which can only raise the signal in a gap.

The simulated rate was higher at μ = 1 than at either of the two concentrations, so it still rises and then falls. The two-valued behaviour survives, but the two liquids of part (e) no longer share one rate. This holds for a fixed threshold above the true zero of the signal and one count per unbroken stretch above it. Other electronics change the curve. If the mean signal level is subtracted before the threshold, the fluctuations keep crossing it, and for A = 10 the reduced rate levels off near 0.48 at large μ instead of falling to zero. If every signal maximum is counted, the reduced rate rises steadily towards about 0.83. The formulas for R and the dilution formula of part (g) do not apply to such counters.

The dimensions, flow and concentration used here are rough values for counting the large-particle tail of a diluted polishing slurry. The concentration was set high on purpose, at about three times the 10% loss limit. Of the departures sized here, a wrong value of the common signal strength A and the added tails of neighbouring signals matter most for the inferred upper concentration. A mixture of signal strengths in one sample is not calculated. The finite extent of the particles, apart from its effect on A, matters less: a diameter of 1 μm adds 2.5% to the lit length, and at the upper concentration such particles fill about 8 × 10⁻⁸ of the liquid, so they hardly restrict one another's positions. Two further departures are not calculated. Abrasive grains too small to be counted singly can add to the signal, and particles that stick together break the assumption of independence.

For particles of known signal strength that do not clump, and for a counter that books one particle per unbroken pulse above a fixed threshold, the practical rule is to work below the chosen loss limit and to confirm the branch by a measured dilution. The computed values are collected in the numerical output below.

Computed values

```
bore 0.70 mm, lit length 40 um
flow 60 mL/min = 1.000 mL/s
sensing volume V 1.5394e-05 mL
mean transit time T 15.39 us
mean speed 2.598 m/s, Reynolds number 1819
lower concentration 20000 per mL, mu 0.3079
entry rate at lower concentration 20000 per s
P0 0.7350, P1 0.2263 (lower)
pulse rate R 14700 per s
upper concentration 151565 per mL, mu 2.3332
entry rate at upper concentration 151565 per s
P0 0.0970, P1 0.2263 (upper)
ratio of the two concentrations 7.578
peak: concentration 64961 per mL, rate 23898 per s
10% loss limit 6844 per mL
count loss: lower 26.5 %, upper 90.3 %
particles per pulse: lower 1.361, upper 10.310
clean-single rate at lower 10805 per s
second concentration, same clean rate 49311 per mL
clean-single peak at 32481 per mL, rate 11949 per s
error gain dlnc/dlnR: lower 1.445, upper -0.750
rate after twofold dilution: lower 8573 per s, upper 23601 per s
twofold dilution raises rate above mu 1.3863
mu recovered in simulation: lower 0.303, upper 2.346
simulated reduced pulse rate: lower 0.2261, upper 0.2255
variance/mean: formula 0.547, simulated 0.551
count noise in 10 s: 0.193 %
clean share of pulses, lower: plug 0.7350, parabolic 0.7595
clean share of pulses, upper: plug 0.0970, parabolic 0.1755
hold 1.0 us lowers rate: lower 2.0 %, upper 14.1 %
beam radius 18.64 um at A = 10
A = 2: lit length 21.9 um, same R at 16965 and 387336 per mL
A = 100: lit length 56.6 um, same R at 25750 and 74628 per mL
summed-signal rate / sharp-edge rate: lower 0.957, mu=1 0.860, upper 0.681
particle size 1.0 um adds 2.5 % to lit length
solid volume fraction at upper concentration 7.94e-08
```
